# Fitting All 21 Elastic Constants from Stresses of Six Coupled Strains

## Definitions and conventions

A homogeneous deformation \(F\) takes each lattice vector \(a\) of a reference cell of volume \(V_0\) to \(Fa\). The Green–Lagrange strain and its Voigt form are

\[
\eta=\tfrac12(F^TF-1),\qquad e=(\eta_{11},\eta_{22},\eta_{33},2\eta_{23},2\eta_{13},2\eta_{12}).
\]

Let \(U(e)\) be the energy per cell. The second Piola–Kirchhoff stress and the elastic constants are

\[
t_i=\frac1{V_0}\frac{\partial U}{\partial e_i},\qquad C_{ij}=\left.\frac{\partial t_i}{\partial e_j}\right|_{e=0}.
\]

The doubled shears in \(e\) make \(\sum_i t_i\,de_i\) equal to the full tensor contraction \(\sum_{ij}t_{ij}\,d\eta_{ij}\), so \(t=(t_{11},t_{22},t_{33},t_{23},t_{13},t_{12})\) carries no factors of two. For a smooth energy, \(C\) is a matrix of second derivatives. It is therefore symmetric, with 21 independent entries.

Six strains are the columns of \(E=\delta W\). The dimensionless matrix \(W\) fixes their directions and \(\delta\) their amplitude. Here the largest entry of \(W\) is 1 in magnitude, so \(\delta\) is the largest strain component. The measured stresses, in the same order, are the columns of \(S\). The norm \(\|X\|\) is the Frobenius norm, the root of the sum of squared entries. An error per entry of \(C\) is \(\|\Delta C\|/6\), the rms over all 36 entries.

Stresses and constants are in mEh/bohr³, a thousandth of the atomic unit.

## Converting the stress

If the computed stress is the Cauchy stress \(\sigma\), it must be converted. It is related to \(t\) by

\[
\sigma=\frac{F\,t\,F^T}{J},\qquad t=J\,F^{-1}\sigma F^{-T},\qquad J=\det F .
\]

The conversion always affects the terms beyond first order in the strain. It also changes the linear slope when the reference has a residual stress \(t_0\). Put \(F=1+\varepsilon\) with small symmetric \(\varepsilon\). Then \(1/J=1-\mathrm{tr}\,\varepsilon\) and \(t=t_0+C\varepsilon\) to first order, and multiplying out gives

\[
\sigma=t_0+C\varepsilon+\varepsilon t_0+t_0\varepsilon-t_0\,\mathrm{tr}\,\varepsilon+O(\varepsilon^2).
\]

The last three linear terms are not part of \(C\), and no reduction of \(\delta\) removes them. In a test crystal whose largest residual stress component is 0.0493 mEh/bohr³, the raw Cauchy slope misses \(C\) by up to 0.0493 and is asymmetric by up to 0.0142 mEh/bohr³.

To apply a prescribed strain, use \(F=(1+2\eta)^{1/2}\), the symmetric root. Reversing \(e\) then reverses \(\eta\) itself.

## Why six strains are needed

Suppose \(k\) independent strains are used. Two symmetric matrices fit the same linear stresses if their difference \(X\) satisfies \(Xw=0\) for every strain direction \(w\). For any vector \(v\), symmetry gives \(w\cdot Xv=(Xw)\cdot v=0\). Hence \(X\) acts within the orthogonal complement of the strains, which has dimension \(6-k\). Such matrices have \((6-k)(7-k)/2\) free entries, so

\[
\text{rank}=21-\tfrac12(6-k)(7-k)=6,\,11,\,15,\,18,\,20,\,21\quad(k=1,\dots,6).
\]

Five strains leave one combination undetermined; six leave none. The six stresses hold 36 numbers, so 15 are redundant. They express reciprocity: \(E^TCE\) is symmetric, which gives one condition for each of the 15 pairs of strains.

## The least-squares solution

Minimize \(\|CE-S\|^2\) over symmetric \(C\). A symmetric variation \(X\) changes it to first order by

\[
2\,\mathrm{tr}\!\left[X(CE-S)E^T\right].
\]

This vanishes for every symmetric \(X\) when the symmetric part of \((CE-S)E^T\) is zero. With \(G=EE^T\),

\[
CG+GC=M,\qquad M=SE^T+ES^T .
\]

Diagonalize \(G=Q\,\mathrm{diag}(g_1,\dots,g_6)\,Q^T\) and write \(\tilde C=Q^TCQ\), \(\tilde M=Q^TMQ\). Each entry separates:

\[
\tilde C_{ab}=\frac{\tilde M_{ab}}{g_a+g_b}.
\]

Independent strains have all \(g_a>0\), so the solution exists and is unique.

## Conditioning

Let \(x_{aa}=\tilde C_{aa}\) and \(x_{ab}=\sqrt2\,\tilde C_{ab}\) for \(a<b\). Then \(\sum_{a\le b}x_{ab}^2=\|C\|^2\), and

\[
\|CE\|^2=\mathrm{tr}(CGC)=\sum_{a,b}\tilde C_{ab}^2g_b
=\sum_a\tilde C_{aa}^2g_a+\sum_{a<b}\tilde C_{ab}^2(g_a+g_b)
=\sum_{a\le b}\frac{g_a+g_b}{2}\,x_{ab}^2 .
\]

The squared singular values of the fit are therefore \((g_a+g_b)/2\). The largest is \(g_{\max}\) and the smallest \(g_{\min}\), both reached at \(a=b\). The condition number is

\[
\sqrt{g_{\max}/g_{\min}}=\mathrm{cond}(E)=\mathrm{cond}(W).
\]

It does not depend on \(\delta\). The statement holds in coordinates orthonormal for the Frobenius norm. If the 21 entries are used without the factor \(\sqrt2\), even \(W=1\) has condition number \(\sqrt2\), because an off-diagonal constant appears in two stresses.

## Noise and the choice of directions

Assume that each stress component has an independent error of zero mean and standard deviation \(\tau\). Convergence errors need not behave this way, so this is a model of them. The quadratic form above is diagonal, so the design columns belonging to the \(x_{ab}\) are orthogonal, with squared lengths \((g_a+g_b)/2\). The variance of each fitted coordinate is \(\tau^2\) divided by that squared length. Let \(w_a=g_a/\delta^2\) be the eigenvalues of \(WW^T\). The expected squared noise error is

\[
\frac{\tau^2f}{\delta^2},\qquad f=\sum_{a\le b}\frac{2}{w_a+w_b}.
\]

For \(W=1\), \(f=21\). Direct inversion \(C=SE^{-1}\) without the symmetry would give 36; averaging each of the 15 off-diagonal pairs removes 15.

Now fix \(T=\mathrm{tr}\,WW^T\), the total squared strain. In \(\sum_{a\le b}(w_a+w_b)/2\), each \(w_a\) enters once from the diagonal and with weight one half from five pairs, so the sum is \(7T/2\). The harmonic mean of 21 positive numbers does not exceed their arithmetic mean, hence

\[
f\ge\frac{21^2}{7T/2}=\frac{126}{T},
\]

with equality when all \(w_a\) are equal. At fixed total squared strain, coupling components cannot reduce the noise error below that of equal single-component strains. It can do so when each component is capped instead. The matrix

\[
W=\begin{pmatrix}
0&1&1&1&1&1\\
1&0&1&-1&-1&1\\
1&1&0&1&-1&-1\\
1&-1&1&0&1&-1\\
1&-1&-1&1&0&1\\
1&1&-1&-1&1&0
\end{pmatrix}
\]

satisfies \(WW^T=5\cdot1\). Its condition number is 1 and \(f=126/30=4.2\), a fifth of the single-component value.

Independence alone is a weak requirement. A "staircase" \(W\), with ones on and below the diagonal, has condition number 8.06 and \(f=29.1\), whereas the bound for its \(T=21\) is 6.

## Plus-minus pairing

Along a direction \(w\), the smooth stress expands as

\[
t(\delta w)=t_0+\delta Cw+\delta^2q_2+\delta^3q_3+\dots
\]

Half the difference of the stresses at \(\pm\delta w\) keeps the odd terms:

\[
\tfrac12[t(\delta w)-t(-\delta w)]=\delta Cw+\delta^3q_3+O(\delta^5).
\]

Residual stress, any strain-independent offset and all even terms cancel. Collect the \(q_n\) of the six directions in \(Q_n\), and let \(L\) be the linear map from stresses to the fitted \(C\) at \(\delta=1\). After division by \(\delta\), the leading strain error is

\[
\text{one-sided: }B_1\delta,\quad B_1=\|L(Q_2)\|;\qquad
\text{paired: }B_2\delta^2,\quad B_2=\|L(Q_3)\|.
\]

If the errors of the two runs are independent, pairing also halves the noise variance, because \((\tau^2+\tau^2)/4=\tau^2/2\). It doubles the number of runs.

A one-sided fit needs \(t_0\) subtracted. Otherwise the offset contributes \(\|L(T_0)\|/\delta\), where every column of \(T_0\) is \(t_0\), and this grows as the strain shrinks. In the crystal with residual stress, doubling \(\delta\) from \(10^{-4}\) multiplied the unsubtracted one-sided error by 0.500, and doubling it from \(10^{-3}\) multiplied the paired error by 4.000, as these laws require. At larger strain the term \(B_1\delta\) competes with the offset, and the one-sided ratio rises to 0.62 on doubling from 0.0076. Below, the one-sided scheme is granted an exactly known \(t_0\), which favours it.

## The best amplitude

Let \(N/\delta\) be the rms noise error, with \(N=\tau\sqrt f\) one-sided and \(N=\tau\sqrt{f/2}\) paired. The noise has zero mean, so its cross term with the strain error averages to zero. With \(p=1\) one-sided and \(p=2\) paired, the leading-order mean square error is

\[
m(\delta)=\frac{N^2}{\delta^2}+B_p^2\delta^{2p}.
\]

Setting \(m'(\delta)=-2N^2/\delta^3+2pB_p^2\delta^{2p-1}=0\) gives

\[
\delta_*^{2p+2}=\frac{N^2}{pB_p^2}:\qquad
\delta_*=\sqrt{N/B_1}\quad\text{or}\quad\delta_*=\left(\frac{N^2}{2B_2^2}\right)^{1/6}.
\]

There \(B_p^2\delta_*^{2p}=N^2/(p\,\delta_*^2)\), so the smallest rms error is \(\sqrt{1+1/p}\;N/\delta_*\). Since \(\delta_*\propto\tau^{1/(p+1)}\), this error scales as \(\tau^{p/(p+1)}\): power 1/2 one-sided and 2/3 paired. Better converged stresses thus pay off more when pairs are used.

For pairs, with \(u=\delta/\delta_*\),

\[
\frac{m(\delta)}{m(\delta_*)}=\frac{2}{3u^2}+\frac{u^4}{3}.
\]

An amplitude half the best one raises the rms error by a factor 1.64, and twice the best one by 2.35. If in doubt, choose the smaller strain.

**When pairing wins at equal cost.** Give the one-sided scheme two runs per strain with independent errors, so that both schemes have the same \(N\). The minima are \(2NB_1\) and \(\tfrac32N^2/\delta_*^2=\tfrac32\,2^{1/3}N^{4/3}B_2^{2/3}\). The second is smaller when

\[
N<\frac{32}{27}\frac{B_1^3}{B_2^2}.
\]

If the stress error is reproducible, repeating a run gives no new information and the one-sided scheme loses even this help.

## Finding the amplitude in practice

Paired fits at \(\delta\) and \(2\delta\) differ at leading order by \((4-1)\delta^2L(Q_3)\), so

\[
B_2\approx\frac{\|\hat C(2\delta)-\hat C(\delta)\|}{3\delta^2}.
\]

These trial strains should be large enough for the difference to exceed the noise, and small enough that terms of order \(\delta^4\) add little. Because \(\delta_*\propto B_2^{-1/3}\), a 10% error in \(B_2\) moves \(\delta_*\) by about 3%.

The redundant data measure \(\tau\). The fit absorbs 21 of the 36 noise dimensions and leaves 15. For paired data the expected squared residual is \(15\tau^2/2\), so

\[
\hat\tau=\sqrt{\tfrac{2}{15}}\,\|\hat CE-S\|,
\]

as long as nonlinear stresses contribute little to the residual. This calls for a small strain.

```
function PAIRED_FIT(W, delta):
    for each column w of W:
        for sign in (+1, -1):
            eta = strain tensor of sign*delta*w   # halve the shears
            F = symmetric square root of (1 + 2 eta)
            deform cell; relax internal coordinates if required
            sigma = Cauchy stress
            t[sign] = det(F) * inv(F) sigma inv(F)^T
        column of S = (Voigt(t[+1]) - Voigt(t[-1])) / 2
    E = delta*W;  G = E E^T;  M = S E^T + E S^T
    g, Q = eigenvalues, eigenvectors of G
    Mt = Q^T M Q
    Ct[a,b] = Mt[a,b] / (g[a] + g[b])
    C = Q Ct Q^T
    tau = sqrt(2/15) * norm(C E - S)
    return C, tau

tau from PAIRED_FIT at a small delta
B2  from PAIRED_FIT at two larger deltas, ratio 2
N = tau*sqrt(f/2);  delta_best = (N^2/(2 B2^2))^(1/6)
C   from PAIRED_FIT at delta_best
```

## Worked example

The test crystal is a triclinic model with one atom per cell, so there are no internal coordinates. Its parameters are round numbers and represent no material. Nine bonds with reference vectors \(R_k\) have stretches \(s_k=r_k-R_k\), and

\[
U=\sum_kD_k(1-e^{-\alpha s_k})^2+\frac K2\Big(\sum_ks_k\Big)^2 .
\]

With \(v=(x^2,y^2,z^2,yz,xz,xy)\) built from the components of \(R_k\), the deformed length obeys \(r_k^2=R_k^2+2v_k\cdot e\). Hence \(\partial r_k/\partial e=v_k/R_k\) at zero strain. All \(s_k\) vanish there, so the crystal is stress-free and only products of first derivatives of \(r_k\) survive:

\[
C=\frac1{V_0}\left[\sum_k\frac{2D_k\alpha^2}{R_k^2}\,v_kv_k^T+K\,hh^T\right],\qquad h=\sum_k\frac{v_k}{R_k}.
\]

The bond sum alone would give \(C_{12}=C_{66}\), since both contain \(x^2y^2\). The many-body term breaks this relation: \(C_{12}=2.467\) and \(C_{66}=1.322\) mEh/bohr³. The fit is thus tried on a matrix without that hidden simplification.

Take \(\tau=3.0\times10^{-4}\) mEh/bohr³ and the balanced \(W\). The full stress function gives \(B_2=700.4\) mEh/bohr³. Then

\[
N=3.0\times10^{-4}\sqrt{4.2/2}=4.35\times10^{-4}\ \text{mEh/bohr}^3,
\]
\[
\delta_*=\left[\tfrac12\left(\frac{4.35\times10^{-4}}{700.4}\right)^2\right]^{1/6}=0.0076,
\]
\[
\text{error per entry}=\frac{\sqrt{1.5}}{6}\,\frac{4.35\times10^{-4}}{0.0076}=0.0117\ \text{mEh/bohr}^3 .
\]

Minimizing the sampled error of complete nonlinear fits also gives 0.0076 and 0.0117.

One-sided, \(N=6.15\times10^{-4}\) and \(B_1=115.2\) mEh/bohr³ give \(\delta_*=0.0023\) and an error of 0.063 mEh/bohr³. Halving its noise variance to equalize the cost leaves 0.053, still 4.5 times the paired error. The crossover formula puts the loss of this advantage at \(N\approx3.7\) mEh/bohr³, thousands of times the present noise. The one-sided \(\delta_*\) would there be about 0.18, where the leading-order formulas cannot be trusted. The sampled errors scale with noise to the powers 0.499 and 0.667.

**Comparing designs.** At their own best amplitudes, the paired single-component, balanced and staircase designs have errors of 0.0146, 0.0117 and 0.0233 mEh/bohr³. The balanced design gains a factor of 1.25 over single components, less than the \(\sqrt5\) by which it lowers the noise error at equal \(\delta\). At the best amplitude the paired error varies as \(N^{2/3}B_2^{1/3}\), so the smaller \(N\) alone would give a gain of \(5^{1/3}=1.71\). The larger \(B_2\), 700 instead of 273 mEh/bohr³, divides this by \((700/273)^{1/3}=1.37\). To compare at equal total squared strain, express its amplitude as \(\sqrt5\,\delta\). The noise coefficients then agree, and its nonlinear coefficient becomes \(700/5=140\). The paired error varies as \(B_2^{1/3}\) at fixed \(N\), and \((140/273)^{1/3}=0.80\) accounts for the gain. It therefore comes from the nonlinear response of this crystal along these directions and is not guaranteed for another.

**One noisy data set.** Trial strains of 0.02 and 0.04 give \(B_2\approx730\) mEh/bohr³. The 4% excess over 700 comes from higher-order terms: noise-free stresses give 730 as well. With the known \(\tau\), this yields \(\delta_*\approx0.0075\), close to the value above. A fit at 0.0076 then recovers all 21 constants with an rms error of 0.0131 mEh/bohr³, or 0.39 GPa. The expected value was 0.0117. For Gaussian noise the squared norm of the noise part alone scatters by a relative \(\sqrt{2/21}\approx0.31\), so this excess is ordinary. The largest error is 0.029 mEh/bohr³, in \(C_{22}\).

\(C_{11}\) comes out as 179.2 GPa against 178.7 GPa, an error of 0.3%. \(C_{56}\) comes out as 0.174 against 0.195 mEh/bohr³, an error of 11%. The absolute errors are similar, so small constants are the least certain in relative terms. The residual gives \(\hat\tau=3.1\times10^{-4}\) mEh/bohr³, near the value put in. With only 15 redundant data this estimate scatters by about \(\sqrt{1/30}\approx18\%\), so agreement this close is partly luck. Nonlinear stresses alone would give \(0.4\times10^{-4}\) at this amplitude, which is harmless, but \(3.1\times10^{-4}\) at \(\delta=0.015\). The remaining constants are in the numerical output.

## Cost, stability and failure modes

One paired fit takes 12 stress calculations; the linear algebra on \(6\times6\) matrices is negligible beside them. The full tuning sequence has four fits, or 48 calculations. A noise level known from convergence studies saves 12.

Forming \(G\) squares the condition number. This is harmless for the balanced design. For nearly dependent strains, solve the \(36\times21\) least-squares problem by a QR or singular-value decomposition instead. That protects against rounding, but the amplification of stress noise remains, and better directions are its cure.

- **Errors linear in strain.** If the stress contains a spurious term \(Ke\) with symmetric \(K\), the fit returns \(C+K\) with no added residual. Neither pairing nor the redundancies reveal it. Convergence of the constants themselves must be checked.
- **Correlated noise.** The formulas for \(f\) and \(\hat\tau\) can then fail, depending on the design and on which errors are correlated. If the covariance is known, weight the \(36\times21\) problem with its inverse.
- **Change of branch.** If a strained cell relaxes to another structure or electronic state, the expansion in \(\delta\) no longer applies. As a check, compute \(t_0\) from the unstrained cell and subtract it from the half-sum \(\tfrac12[t(\delta w)+t(-\delta w)]=t_0+\delta^2q_2+O(\delta^4)\). The remainder should grow about fourfold when \(\delta\) doubles; a departure well beyond the noise is a warning.
- **Mixed relaxation.** Frozen and relaxed internal coordinates generally define different energies \(U(e)\) and different \(C\). The constants agree when symmetry forbids internal displacements at first order in the strain, as in rocksalt. All 12 runs must treat them alike.

## Calculated quantities

```
cell vector a (bohr): [5. 0. 0.]
cell vector b (bohr): [0.8 5.6 0. ]
cell vector c (bohr): [-0.7  1.   6.2]
cell volume: 173.60 bohr^3
bonds (multiples of a,b,c): [[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, -1, 0], [0, -1, 1], [1, 0, 1], [-1, 0, 1], [1, 1, 0], [0, 1, 1]]
Morse depths (mEh): [30.0, 26.0, 34.0, 12.0, 10.0, 14.0, 11.0, 9.0, 13.0]
Morse exponent: 0.6 1/bohr; many-body: 0.50 mEh/bohr^2
stress noise tau: 3.0e-04 mEh/bohr^3
rank for 1..6 strains: [6, 11, 15, 18, 20, 21]
balanced strain directions, one column per strain:
   [0 1 1 1 1 1]
   [ 1  0  1 -1 -1  1]
   [ 1  1  0  1 -1 -1]
   [ 1 -1  1  0  1 -1]
   [ 1 -1 -1  1  0  1]
   [ 1  1 -1 -1  1  0]
paired designs; delta = largest strain component; errors rms per entry
single-component: cond 1.000, noise factor 21.000, B2 273.4 mEh/bohr^3
   best delta 0.01360 (sampled 0.01358), error 1.459e-02 (sampled 1.465e-02) mEh/bohr^3
balanced: cond 1.000, noise factor 4.200, B2 700.4 mEh/bohr^3
   best delta 0.00760 (sampled 0.00759), error 1.168e-02 (sampled 1.169e-02) mEh/bohr^3
staircase: cond 8.055, noise factor 29.097, B2 800.2 mEh/bohr^3
   best delta 0.01004 (sampled 0.01000), error 2.327e-02 (sampled 2.325e-02) mEh/bohr^3
balanced, paired: N 4.347e-04 mEh/bohr^3
balanced, one-sided: N 6.148e-04, B1 115.21 mEh/bohr^3
   best delta 0.00231 (sampled 0.00233), error 6.273e-02 (sampled 6.237e-02) mEh/bohr^3
   error with noise variance halved: 5.275e-02 mEh/bohr^3
sampled noise powers: one-sided 0.4989, paired 0.6667
residual-stress crystal, bond misfit 0.02 bohr:
   largest |t0| component 0.0493 mEh/bohr^3
   raw Cauchy slope: largest miss 0.0493, asymmetry 0.0142 mEh/bohr^3
   error ratio on doubling delta: paired 4.000, one-sided 0.500
trial deltas 0.02, 0.04: B2 estimate 729.9 mEh/bohr^3, best delta 0.00750
exact C, upper triangle by rows (mEh/bohr^3):
     6.07270   2.46679   2.94571   0.39212  -0.38655   0.30355
     7.80210   3.40356   1.01413  -0.28015   0.56205
    11.37011   1.77489  -0.82371   0.28285
     1.87862   0.10194  -0.10363
     1.64681   0.19507
     1.32227
fitted C from one noisy paired set at delta 0.00760 (mEh/bohr^3):
     6.09069   2.46944   2.94024   0.38548  -0.38990   0.30686
     7.83146   3.43066   1.01499  -0.26192   0.57419
    11.38393   1.79213  -0.83334   0.29194
     1.87493   0.10213  -0.10865
     1.66123   0.17439
     1.31065
rms error 1.315e-02 mEh/bohr^3 = 0.3868 GPa
largest error 2.937e-02 mEh/bohr^3
C11: exact 178.665, fitted 179.194 GPa
tau estimated from the 15 redundancies: 3.12e-04 mEh/bohr^3
```
